# Why a thicker perpendicular free layer can have a lower coherent barrier

A free layer in a perpendicular magnetic memory cell loses its bit when heat turns its magnetization from one film normal to the other. Making the layer thicker seems an obvious remedy, because more magnetic material must then be turned. Yet if the perpendicular anisotropy comes from the interfaces, and neither its strength nor the magnetization changes, the barrier to uniform rotation of a layer much thinner than it is wide falls as the layer thickens. The added material brings no interface of its own, but it does bring magnetostatic energy that favours magnetization in the plane.

## The two energies

Take a circular layer of diameter $D$, area $S=\pi D^2/4$ and thickness $t$. Its magnetization has fixed magnitude $M_s$ and makes an angle $\theta$ with the film normal. It is uniform, so all moments turn together; this is what "coherent" means here. There is at first no applied field and no bulk anisotropy.

Let $K_i>0$ be the interface anisotropy per unit area, summed over the layer's interfaces. Its energy is

$$E_i=S K_i\sin^2\theta .$$

This is zero along the normal and $SK_i$ in the plane. It contains no $t$.

The magnetostatic energy does contain $t$. A uniformly magnetized body has an average internal field opposed to its magnetization, with components $-N_zM_s\cos\theta$ along the normal and $-N_xM_s\sin\theta$ in the plane. The numbers $N_z$ and $N_x$ are the demagnetizing factors. The energy is $-(\mu_0/2)\int \mathbf M\cdot\mathbf H\,dV$, where the half prevents double counting of the mutual interaction. With $K_d=\mu_0M_s^2/2$,

$$E_m=K_dSt\left(N_z\cos^2\theta+N_x\sin^2\theta\right).$$

Replace $\cos^2\theta$ by $1-\sin^2\theta$ and add the two energies:

$$E(\theta)=K_dStN_z+S\left[K_i-K_dt(N_z-N_x)\right]\sin^2\theta .$$

The first term does not depend on angle. While the bracket is positive, the minima lie at $\theta=0$ and $\pi$, and the top of the path between them is at $\theta=\pi/2$. The barrier is therefore

$$E_b=S\left[K_i-K_dt\,\Delta N\right],\qquad \Delta N=N_z-N_x. \tag{1}$$

If the bracket is negative, the perpendicular state is not a minimum and has no barrier to protect it.

## Why volume does not win

In a very wide film magnetized along its normal, the flux density outside vanishes. Its normal component is continuous across the faces, so inside $\mu_0(H+M_s)=0$, or $H=-M_s$. Thus $N_z=1$. For in-plane magnetization the charges sit on the distant edges and $N_x=0$. Equation (1) becomes

$$E_b=S(K_i-K_dt),\qquad \frac{dE_b}{dt}=-SK_d<0. \tag{2}$$

The same barrier can be written as a density times the volume $V=St$:

$$E_b=K_{\rm eff}V,\qquad K_{\rm eff}=\frac{K_i}{t}-K_d .$$

The intuition that a larger volume is more stable holds $K_{\rm eff}$ fixed. Here $K_{\rm eff}$ cannot stay fixed, because the same interface energy is shared among more material. Multiplication by $t$ restores the interface part to the constant $K_i$ and leaves the growing cost $K_dt$.

Dilution of the interface anisotropy alone does not lower the barrier: with $K_d=0$ the barrier would be $SK_i$ at every thickness. Dilution cancels the gain in volume, and the magnetostatic term then makes the total fall. In the film limit the barrier reaches zero at

$$t_c=\frac{K_i}{K_d}=\frac{2K_i}{\mu_0M_s^2}.$$

## The correction for a small cell

A cell 20 nm across is not a wide film. To find $N_z$, magnetize the disc along its normal. Its faces then carry magnetic charge densities $+M_s$ and $-M_s$. Let

$$I(h)=\iint\frac{dS\,dS'}{\sqrt{\rho^2+h^2}}$$

be the pair integral for two equal discs a height $h$ apart, where $\rho$ is the lateral distance between the points of a pair. The energy is $\mu_0/(8\pi)$ times the sum over all charge pairs. The two faces acting on themselves give $2M_s^2I(0)$, and the two cross terms give $-2M_s^2I(t)$. Hence

$$K_dStN_z=\frac{\mu_0M_s^2}{4\pi}[I(0)-I(t)].$$

For a fixed lateral displacement of length $\rho$, the allowed positions of the first point fill the overlap $O(\rho)$ of two discs whose centres are $\rho$ apart. This overlap consists of two circular segments of half-angle $\arccos(\rho/D)$, so

$$O(\rho)=\frac{D^2}{2}\arccos\frac{\rho}{D}-\frac{\rho}{2}\sqrt{D^2-\rho^2}.$$

The displacements between $\rho$ and $\rho+d\rho$ occupy an area $2\pi\rho\,d\rho$. Therefore $I(h)=2\pi\int_0^D\rho\,O(\rho)\,d\rho/\sqrt{\rho^2+h^2}$. Insert this, and divide by $K_dSt$:

$$N_z=\frac{1}{St}\int_0^D O(\rho)\left[1-\frac{\rho}{\sqrt{\rho^2+t^2}}\right]d\rho. \tag{3}$$

The in-plane factor follows from a sum rule. The local demagnetizing tensor is $-\partial_i\partial_j\int d^3r'/(4\pi|\mathbf r-\mathbf r'|)$, taken over the body. Its trace at an interior point is 1, because $-\nabla^2(1/4\pi r)$ is a unit point source. The two in-plane directions of a circular disc are equivalent, so

$$N_z+2N_x=1,\qquad \Delta N=N_z-\frac{1-N_z}{2}=\frac{3N_z-1}{2}.$$

For $t\ll D$ the bracket in (3) is appreciable mainly at $\rho$ comparable with $t$, where $O\simeq S$. Its integral to infinity is $[\rho-\sqrt{\rho^2+t^2}]_0^\infty=t$, which returns $N_z=1$.

The slope needs the derivative of $tN_z$. Since the derivative of $-\rho(\rho^2+t^2)^{-1/2}$ with respect to $t$ is $\rho t(\rho^2+t^2)^{-3/2}$,

$$q\equiv\frac{d(tN_z)}{dt}=\frac1S\int_0^D O(\rho)\frac{\rho t}{(\rho^2+t^2)^{3/2}}d\rho,$$

$$\frac{dE_b}{dt}=-SK_d\frac{3q-1}{2}. \tag{4}$$

With $\rho=tu$, the integral becomes $q=S^{-1}\int_0^{D/t}O(tu)\,u(1+u^2)^{-3/2}du$. As $t$ grows, the overlap at fixed $u$ shrinks and so does the upper limit. Thus $q$ falls steadily from 1 towards 0, and the slope changes sign once, at $q=1/3$. Numerically this is $t/D=0.342$. Below that ratio expression (1) decreases with thickness; above it, it increases.

## How large the effect is

Consider $D=20$ nm, $K_i=1.3$ mJ/m², $M_s=1.0$ MA/m and $T=300$ K. All are held fixed while $t$ changes. Then $K_d=0.6283$ MJ/m³, and the interface contribution is

$$SK_i=(314.16\times10^{-18}\ {\rm m^2})(1.3\times10^{-3}\ {\rm J/m^2})=2.549\ {\rm eV}.$$

At $t=1.3$ nm, (3) gives $N_z=0.850$ and $\Delta N=0.775$. The magnetostatic cost is 1.242 eV, leaving $2.549-1.242=1.307$ eV. At $t=1.7$ nm, $\Delta N$ is lower, 0.728, but its product with $t$ is larger. The cost is 1.524 eV and the barrier $2.549-1.524=1.025$ eV. Division by $k_BT=0.02585$ eV gives the last column below.

| $t$ (nm) | film barrier (eV) | disc barrier (eV) | disc barrier ($k_BT$) |
|---|---:|---:|---:|
| 1.3 | 0.947 | 1.307 | 50.6 |
| 1.5 | 0.701 | 1.162 | 44.9 |
| 1.7 | 0.455 | 1.025 | 39.7 |

From the first row to the last, the volume grows by a factor $534.1/408.4=1.31$. The disc's effective anisotropy falls from 0.513 to 0.308 MJ/m³, a factor of 0.60. The product, 0.78, is the ratio of the two barriers. In an Arrhenius law with an unchanged prefactor, the loss of about $10.9\,k_BT$ shortens the mean retention time by a factor $e^{10.9}$, or between $5\times10^4$ and $6\times10^4$.

The film formula has the right sign here but not the right size. It puts the barrier 28% below the disc result at 1.3 nm and 56% below it at 1.7 nm. At 1.5 nm the disc slope is $-0.706$ eV/nm, against $-1.232$ eV/nm for the film. The approach to the film limit is slow: at $t=1.3$ nm, $\Delta N$ is 0.963 for a diameter of 200 nm and 0.995 for 2000 nm. Those two values describe geometry; they do not imply that such wide cells reverse coherently.

Within the uniform model, the finite disc also loses its perpendicular minimum later, at 3.95 nm instead of the film value $t_c=2.07$ nm. The turning point of (1), at 6.85 nm, lies where the bracket is negative, so it is not a smallest positive barrier. The bracket becomes positive again at 10.3 nm. Just above that thickness $\Delta N$ is still positive, about 0.20, so the shape still favours the plane, but its cost $K_dt\,\Delta N$ has dropped below $K_i$. In a taller pillar $N_z$ falls below $1/3$, $\Delta N$ turns negative and the shape itself favours the normal; as $t/D\to\infty$, $N_z\to0$ and $\Delta N\to-1/2$. Whether so tall a pillar reverses uniformly is a separate question.

## When reversal is not coherent

A wide cell can reverse by sending a domain wall across its diameter. Let $A_{ex}$ be the exchange stiffness and $x$ the coordinate across the wall. With a local effective anisotropy, the wall energy per area is

$$\sigma=\int\left[A_{ex}\theta'^2+K_{\rm eff}\sin^2\theta\right]dx.$$

Completing the square turns the integrand into

$$\left(\sqrt{A_{ex}}\,\theta'-\sqrt{K_{\rm eff}}\sin\theta\right)^2+2\sqrt{A_{ex}K_{\rm eff}}\,\sin\theta\,\theta'.$$

The square can be made zero everywhere by choosing the wall profile. The last term integrates from $\theta=0$ to $\pi$ and gives $\sigma=4\sqrt{A_{ex}K_{\rm eff}}$. A straight wall at the diameter has area $Dt$, so in the film limit

$$E_w=4Dt\sqrt{A_{ex}K_{\rm eff}}=4D\sqrt{A_{ex}\,t(K_i-K_dt)}.$$

The derivative of $t(K_i-K_dt)$ is $K_i-2K_dt$. This wall barrier therefore rises with thickness up to $t_c/2$, about 1.03 nm here, and falls beyond it.

For $D=80$ nm and $A_{ex}=20$ pJ/m, thickening from 0.6 to 1.0 nm raises the wall estimate from 6.65 to 7.32 eV. The coherent expression falls from 29.0 to 21.1 eV. The wall path is much the cheaper, so the thickness trend of the coherent barrier would be the wrong guide to that cell.

For the 20 nm cell, one can ask whether the uniform in-plane state is still the top of a pass with one downhill direction. Put $\theta=\pi/2+\epsilon$, so that $\sin^2\theta\simeq1-\epsilon^2$. A disturbance $\epsilon$ of wave number $k$ changes the energy density by $(A_{ex}k^2-K_{\rm eff})\epsilon^2$, averaged over the disc. The uniform disturbance has $k=0$ and goes downhill: it is the reversal itself. The lowest nonuniform one varies as $J_1(kr)\cos\varphi$, where $J_1$ is a Bessel function and $r,\varphi$ are polar coordinates. Zero radial slope at the free edge requires $kD/2=1.841$. It costs energy if

$$D<3.68\sqrt{A_{ex}/K_{\rm eff}} .$$

At $t=1.3$ nm, with the disc value of $K_{\rm eff}$, this limit is 23 nm. The exchange cost is 0.678 MJ/m³, against 0.513 MJ/m³ of anisotropy. An estimate that includes the face charges of the disturbance itself, but averages the in-plane demagnetizing field over the disc, raises the latter to 0.559 MJ/m³, still below the cost. The straight-wall formula is no guide here, because the wall width, about $\pi\sqrt{A_{ex}/K_{\rm eff}}=20$ nm, is as large as the disc. These comparisons support coherent reversal for an ideal disc; they do not exclude every other path, and the margin in diameter is modest.

## Real cells and their operating conditions

The example's parameters are rough typical values for the free layer of a perpendicular magnetic tunnel junction used in spin-transfer-torque memory. None is far outside that regime, but the exchange stiffness needs care: 20 pJ/m is close to bulk values, and lower values are often reported for layers about 1 nm thick. Below about 17 pJ/m the 20 nm disc at 1.3 nm no longer reverses coherently. At 10 pJ/m its barrier is about 1.19 eV instead of 1.31 eV, while at 1.7 nm it stays near 1.02 eV, so the fall with thickness survives but is weaker. For the trend itself, the least secure assumption is that $K_i$ and $M_s$ stay fixed with thickness. Interdiffusion, a magnetically dead layer or a change in crystalline order can alter both. In this example a rise of $K_i$ by 0.144 mJ/m², or 11%, between 1.3 and 1.7 nm would cancel the whole fall. A measured barrier that rises with thickness would therefore not contradict (1); it could mean that its fixed quantities had changed. Edge damage and higher-order anisotropy are also left out, and their effect is not sized here.

A stray field $H$ opposed to the stored direction adds $\mu_0M_sH\cos\theta$ to the energy density. Define $h=\mu_0M_sH/(2K_{\rm eff})$ and take $h<1$. The energy density $K_{\rm eff}(\sin^2\theta+2h\cos\theta)$ is stationary at $\cos\theta=h$, where it equals $K_{\rm eff}(1+h^2)$. It starts from $2hK_{\rm eff}$ at $\theta=0$, so the barrier is multiplied by $(1-h)^2$. A field of 20 mT removes 3.9% at 1.3 nm and 6.4% at 1.7 nm. The thicker layer loses the larger fraction because its $K_{\rm eff}$ is smaller.

Heat matters more. Suppose that at 85 °C the magnetization is 5% lower and $K_i$ follows $M_s^2$; both are assumptions. Both terms of (1) then shrink by $0.95^2$, while $k_BT$ grows by $358.15/300$. The barrier at 1.3 nm drops from 50.6 to 38.2 $k_BT$, and that at 1.7 nm from 39.7 to 30.0 $k_BT$. A different temperature law for $K_i$ would change these values.

## What to do about it

**Thickness.** If separate measurements show $K_i$ and $M_s$ to be constant over the range of interest, bulk anisotropy is negligible, and reversal is coherent with $t/D<0.34$, a thinner layer has the higher barrier. The advice is no longer assured where thinning begins to degrade the interface or the magnetization, or where the larger $K_{\rm eff}$ of the thinner layer makes nonuniform reversal the easier path. In the example the simple diameter limit has already shrunk to 20 nm at a thickness of about 1.1 nm. With the face charges of the disturbance and the stronger in-plane demagnetizing field at the edge included, coherence is lost sooner, between 1.15 and 1.2 nm.

**Interface.** At fixed geometry and $M_s$, each extra 0.1 mJ/m² of $K_i$ adds $0.1S$, which is 0.196 eV or 7.6 $k_BT$ at 300 K in this cell. A second interface that contributes perpendicular anisotropy acts through this term. It can make a thicker layer stable, but the gain comes from the interface and not from the volume. The larger $K_{\rm eff}$ also lowers the diameter up to which reversal stays coherent. At 1.3 nm the estimates above leave room for at most about $(0.678-0.559)\times1.3=0.15$ mJ/m² of extra $K_i$. The true room is smaller, about 0.12 mJ/m², because the in-plane demagnetizing field, averaged in that estimate, is strongest at the edge, where the disturbance is largest. Once the room is used up, nonuniform reversal makes the gain smaller than the coherent formula says.

**Magnetization.** At fixed $K_i$, a lower $M_s$ reduces the magnetostatic cost as $M_s^2$. A 5% reduction at 1.3 nm adds $(1-0.95^2)\times1.242=0.121$ eV to the coherent barrier. The full gain requires that reversal stay coherent, which is not assured if the exchange stiffness falls as well. If the change of composition also weakens the interface, that loss must be subtracted.

**Bulk anisotropy.** A perpendicular bulk anisotropy $K_b$ adds $SK_bt$ to the barrier, and so adds $SK_b$ to the slope (4). Thickening then raises the coherent barrier if

$$K_b>K_d\frac{3q-1}{2}.$$

At 1.5 nm this threshold is 0.360 MJ/m³ for the 20 nm disc; in the film limit it is $K_d=0.628$ MJ/m³. Above it each added layer brings more perpendicular anisotropy than magnetostatic cost, and the intuition about volume becomes correct for coherent reversal. For the 20 nm disc the number is only a guide: with $K_b=0.360$ MJ/m³ its $K_{\rm eff}$ would be 0.755 MJ/m³, above the exchange cost of 0.678 MJ/m³, so its reversal would no longer be coherent.

In practice, a thickness series is best analysed by measuring the areal moment $M_st$ and the areal anisotropy $K_{\rm eff}t$ together. For a wide film with constant $K_i$ and $M_s$ and no bulk anisotropy, $K_{\rm eff}t$ is a straight line in $t$ with slope $-K_d$; a constant $K_b$ changes the slope to $K_b-K_d$. Curvature signals that a quantity assumed fixed has changed, or that the model is incomplete. The patterned cell then needs its own $\Delta N$ and its own check of the reversal path. The numerical output below gives the values for the cases treated here.

## Computed values

```
Diameter: 20.0 nm; area: 314.16 nm^2
Interface anisotropy K_i: 1.30 mJ/m^2
Magnetization Ms: 1.00 MA/m
Exchange stiffness: 20.0 pJ/m
Temperature: 300 K; k_BT: 0.02585 eV
K_d = mu0 Ms^2/2: 0.6283 MJ/m^3
Interface term S*K_i: 2.5491 eV
Film slope dE_b/dt: -1.2320 eV/nm
--- thickness 1.3 nm, volume 408.4 nm^3
film: K_eff 0.3717 MJ/m^3, magnetostatic cost 1.6016 eV
film barrier: 0.9474 eV = 36.65 k_BT
disc: N_z 0.8501, N_x 0.0749, dN 0.7752
disc: K_eff 0.5129 MJ/m^3, magnetostatic cost 1.2416 eV
disc barrier: 1.3075 eV = 50.58 k_BT
--- thickness 1.5 nm, volume 471.2 nm^3
film: K_eff 0.2383 MJ/m^3, magnetostatic cost 1.8480 eV
film barrier: 0.7010 eV = 27.12 k_BT
disc: N_z 0.8339, N_x 0.0831, dN 0.7508
disc: K_eff 0.3949 MJ/m^3, magnetostatic cost 1.3875 eV
disc barrier: 1.1616 eV = 44.93 k_BT
--- thickness 1.7 nm, volume 534.1 nm^3
film: K_eff 0.1364 MJ/m^3, magnetostatic cost 2.0944 eV
film barrier: 0.4546 eV = 17.59 k_BT
disc: N_z 0.8184, N_x 0.0908, dN 0.7277
disc: K_eff 0.3075 MJ/m^3, magnetostatic cost 1.5241 eV
disc barrier: 1.0250 eV = 39.65 k_BT
Disc slope dE_b/dt at 1.5 nm: -0.7058 eV/nm
dN at t = 1.3 nm, D = 200 nm: 0.9632
dN at t = 1.3 nm, D = 2000 nm: 0.9949
Film critical thickness: 2.069 nm
Disc loses perpendicular barrier at: 3.947 nm
Turning point t/D: 0.3424; thickness: 6.849 nm
Disc regains perpendicular barrier at: 10.307 nm
Bulk K_b reversing trend at 1.5 nm: 0.3599 MJ/m^3
K_i rise cancelling the fall, 1.3 to 1.7 nm: 0.1441 mJ/m^2
First nonuniform mode, k*D/2: 1.8412
Local coherence limit at 1.3 nm: D = 22.99 nm
Mode exchange cost: 0.6780 MJ/m^3
Mode anisotropy with face charges: 0.5593 MJ/m^3
Straight-wall barrier, 1.3 nm disc: 2.0791 eV
D 80 nm, t 0.6 nm, film limit: wall 6.647 eV, coherent 28.958 eV
D 80 nm, t 1.0 nm, film limit: wall 7.320 eV, coherent 21.073 eV
Stray field: 20 mT; barrier losses at the three t: 3.86, 5.00, 6.40 %
Hot case: 358.15 K, Ms factor 0.95; barriers at three t: 38.23, 33.97, 29.97 k_BT
```
